# Einstein-model bond-length variance of copper at 300 K

**Question**

I am analysing the extended X-ray absorption fine structure (EXAFS) of a copper film, and I am stuck on a warm-up exercise. It asks for the variance $\sigma^2$ of the nearest-neighbour bond length at 300 K, treating the bond as an Einstein oscillator with temperature $\theta = 232$ K.

I took the quantum oscillator, put in the mass of a copper atom, 63.546 u, and found $\sigma^2 = 0.0045$ Å$^2$. The answer sheet has about twice that. Where does the factor of two come from? I would also like to know whether I need the quantum formula at room temperature, and what one oscillator has to do with a crystal in which every atom has twelve neighbours.

**Answer**

The factor of two is the mass. EXAFS senses the relative motion of two atoms, and the mass that belongs to this motion is the reduced mass of the pair.

**The coordinate and its mass**

Let $u_0$ and $u_1$ be the displacements of the absorbing atom and its neighbour along the line joining their rest positions, a distance $R$ apart. To first order in the displacements the bond length is $R + x$, with $x = u_1 - u_0$. Motion across the bond enters at second order and is sized near the end.

Write $u_0 = X - x/2$ and $u_1 = X + x/2$, where $X$ is the centre of mass of two equal atoms of mass $M$. The cross terms in $\dot X\dot x$ cancel, and the kinetic energy is

$$\tfrac12 M(\dot u_0^2+\dot u_1^2)=\tfrac12(2M)\dot X^2+\tfrac12\left(\tfrac{M}{2}\right)\dot x^2 .$$

So $x$ moves with the mass $\mu = M/2 = 31.773$ u. The Einstein model gives it a harmonic potential $\tfrac12\kappa x^2$ and a single frequency $\omega = k_B\theta/\hbar$, so that $\kappa = \mu\omega^2$.

**Variance of one level**

In the stationary state $n$, with energy $\hbar\omega(n+\tfrac12)$, the expectation value of any commutator with the Hamiltonian $H$ is zero. Apply this to $xp$, where $p$ is the momentum conjugate to $x$:

$$[xp,H]=\frac{[x,p^2]\,p}{2\mu}+\frac{\kappa}{2}\,x\,[p,x^2]=i\hbar\left(\frac{p^2}{\mu}-\kappa x^2\right).$$

Hence $\langle p^2\rangle/2\mu = \tfrac12\kappa\langle x^2\rangle$: kinetic and potential energy are equal on average, and each is half the total. This gives $\kappa\langle x^2\rangle_n=\hbar\omega(n+\tfrac12)$, or

$$\langle x^2\rangle_n=\frac{\hbar}{\mu\omega}\left(n+\tfrac12\right).$$

The mean $\langle x\rangle_n$ vanishes by symmetry, so the thermal average of $x^2$ is the variance.

**Thermal average**

Let $y=e^{-\hbar\omega/k_BT}$. Level $n$ has the Boltzmann weight $y^n$. From $\sum_n y^n = 1/(1-y)$, applying $y\,d/dy$ gives $\sum_n n\,y^n = y/(1-y)^2$. The ratio of the sums is $\langle n\rangle = y/(1-y)$, and

$$\langle n\rangle+\tfrac12=\frac{1+y}{2(1-y)}=\frac{y^{-1/2}+y^{1/2}}{2\,(y^{-1/2}-y^{1/2})}=\tfrac12\coth\frac{\hbar\omega}{2k_BT}.$$

With $\hbar\omega=k_B\theta$ the variance is

$$\boxed{\;\sigma^2=\frac{\hbar^2}{2\mu k_B\theta}\,\coth\frac{\theta}{2T}\;}$$

**The numbers**

For the copper pair $\hbar^2/\mu = 1.3156\times10^{-4}$ eV Å$^2$ and $k_B\theta = 0.019992$ eV. The prefactor is

$$\frac{1.3156\times10^{-4}}{2\times0.019992}=0.003290\ \text{Å}^2 .$$

The argument is $232/600 = 0.38667$, and its hyperbolic cotangent is 2.7138. Therefore

$$\sigma^2 = 0.003290\times2.7138 = 0.00893\ \text{Å}^2\approx 0.009\ \text{Å}^2 ,$$

or about 89 pm$^2$. (The numerical output below writes this as 0.8929 in units of 100 pm$^2$.) The root-mean-square spread of the bond length is 0.094 Å.

With $M$ in place of $\mu$, and $\theta$ held at 232 K, the formula returns 0.00446 Å$^2$, which is your number. At fixed $\theta$ the force constant is $\kappa=\mu\omega^2$, so doubling the mass also doubles the stiffness. That is why the error is a full factor of two even when the motion is nearly classical.

The second significant figure of "0.0089" depends on how well $\theta$ is known. Moving $\theta$ to 227 K or 237 K changes $\sigma^2$ to 0.0093 or 0.0086 Å$^2$, about 4% either way.

**Do you need the quantum formula at 300 K?**

For small $z$,

$$\coth z=\frac{1+z^2/2+\dots}{z\,(1+z^2/6+\dots)}=\frac1z\left(1+\frac{z^2}{3}+\dots\right).$$

Put $z=\theta/2T$ and use $\kappa=\mu(k_B\theta/\hbar)^2$, which is 3.04 eV/Å$^2$ here:

$$\sigma^2=\frac{k_BT}{\kappa}\left(1+\frac{\theta^2}{12T^2}+\dots\right).$$

The leading term is classical equipartition, $0.025852/3.0380 = 0.00851$ Å$^2$. The bracket adds 5.0%, giving 0.00893 Å$^2$, in agreement with the full formula to the digits shown. At room temperature the classical estimate is thus low by about 5%, similar to the effect of a 5 K error in $\theta$.

In the opposite limit, $T\ll\theta$, the hyperbolic cotangent tends to 1 and the zero-point value 0.0033 Å$^2$ remains. This is 37% of the 300 K value, so cooling the sample cannot reduce the thermal damping below that floor, whereas the classical formula would take it to zero.

**What the variance does to the spectrum**

The photoelectron, with wavenumber $k$, travels to the neighbour and back, so its single-scattering phase contains $2k(R+x)$. If the slower dependence of the amplitude on distance is neglected, vibration multiplies the signal by $F(q)=\langle e^{iqx}\rangle$ at $q=2k$.

To evaluate $F$, write $x=\ell(a+a^\dagger)$ with $\ell^2=\hbar/2\mu\omega$ and $[a,a^\dagger]=1$, and let $E=e^{iqx}$. Since $[a,x]=\ell$ and $[a^\dagger,x]=-\ell$,

$$Ea=aE-iq\ell E,\qquad Ea^\dagger=a^\dagger E+iq\ell E .$$

The thermal density operator $\rho\propto e^{-H/k_BT}$ obeys $\rho a=y^{-1}a\rho$ and $\rho a^\dagger=y\,a^\dagger\rho$, because $a$ lowers the energy by $\hbar\omega$ and $a^\dagger$ raises it by the same amount. A trace is unchanged when its factors are permuted cyclically, so

$$\langle aE\rangle=y^{-1}\langle Ea\rangle=y^{-1}\left(\langle aE\rangle-iq\ell F\right)\;\Rightarrow\;\langle aE\rangle=\frac{iq\ell F}{1-y},$$

$$\langle a^\dagger E\rangle=y\langle Ea^\dagger\rangle=y\left(\langle a^\dagger E\rangle+iq\ell F\right)\;\Rightarrow\;\langle a^\dagger E\rangle=\frac{iq\ell yF}{1-y}.$$

Adding the two and multiplying by $\ell$ gives $\langle xE\rangle=iq\,\ell^2\frac{1+y}{1-y}F=iq\sigma^2F$. Then $F'(q)=i\langle xE\rangle=-q\sigma^2F$ with $F(0)=1$, so $F=e^{-q^2\sigma^2/2}$. At $q=2k$ the damping factor is

$$e^{-2k^2\sigma^2}.$$

At $k=10$ Å$^{-1}$ the exponent is $-200\times0.00893=-1.79$, and the factor is 0.168. Your halved variance would give $e^{-0.89}\approx0.41$, so at this $k$ the mass error changes the predicted amplitude by a factor of about 2.4.

**One oscillator and twelve neighbours**

In a harmonic crystal $x$ is a sum over normal modes, $x=\sum_s c_sQ_s$. Here the $Q_s$ are mass-weighted coordinates, each behaving as an oscillator of unit mass. The transformation from the $\sqrt M\,u$ to the $Q_s$ is orthogonal, so it preserves the sum of squared coefficients: $\sum_sc_s^2=1/M+1/M=1/\mu$. The reduced mass therefore survives in the crystal. With normalized weights $w_s=\mu c_s^2$,

$$\sigma^2=\frac{\hbar}{2\mu}\sum_s\frac{w_s}{\omega_s}\coth\frac{\hbar\omega_s}{2k_BT}.$$

The Einstein model replaces this spectrum by one line. Expanding for high temperature as before,

$$\sigma^2=\frac{k_BT}{\mu}\sum_s\frac{w_s}{\omega_s^2}+\frac{\hbar^2}{12\mu k_BT}+\dots$$

The second term does not contain the frequencies. If $\theta$ is chosen to reproduce the first term, the model also has the correct first quantum correction.

A simple crystal shows what $\kappa$ then means. Take an fcc lattice of $N$ atoms with central springs $K$ between nearest neighbours. It has $6N$ bonds and, for large $N$, $3N$ modes, each with mean classical potential energy $\tfrac12k_BT$. All bonds are equivalent, so

$$6N\cdot\tfrac12K\langle x^2\rangle=3N\cdot\tfrac12k_BT\quad\Rightarrow\quad\langle x^2\rangle=\frac{k_BT}{2K}.$$

The effective constant is $\kappa=2K$: the surroundings double the stiffness of the bare bond.

Another natural recipe gives a different answer. Hold all other atoms fixed and move the pair by $\pm x/2$. The bond itself stores $\tfrac12Kx^2$. Each atom also strains its eleven other bonds by $(x/2)\cos\phi$ in magnitude, where $\phi$ is the angle to the pair axis. By cubic symmetry $\sum\cos^2\phi=12/3=4$ over all twelve bonds, hence 3 over the eleven. The two atoms together add $2\cdot\tfrac12K\cdot3x^2/4=\tfrac12\left(\tfrac32K\right)x^2$, so the total constant is $\tfrac52K$. This is too stiff, because the real neighbours are free to move.

Set $K=\kappa/2=1.519$ eV/Å$^2$, so that the classical variance matches that of the 232 K oscillator. Summing over the modes of this crystal gives:

| Description, same $K$ | $\sigma^2$ at 300 K (Å$^2$) |
|---|---|
| All crystal modes | 0.00893 |
| Einstein, $\kappa=2K$, 232 K | 0.00893 |
| Einstein, $\kappa=5K/2$, 259 K | 0.00723 |

The frozen-neighbour value is 19% below that of the crystal. So $\theta$ should be read as an effective parameter for this bond's variance, not as the frequency of a pair vibrating in a rigid cage.

At zero temperature the matched oscillator is less accurate: it gives 0.00329 Å$^2$ against 0.00317 Å$^2$ for the crystal, an excess of 3.7%. The sign follows from the Cauchy–Schwarz inequality, $\sum_sw_s/\omega_s\le\left(\sum_sw_s/\omega_s^2\right)^{1/2}$. The left side sets the crystal's zero-point variance, while the right side equals $1/\omega$ of the matched oscillator.

**How this compares with real copper**

Copper expands on heating, whereas the mean atomic positions in a harmonic crystal stay where they are, so the harmonic assumption cannot be exact. For an estimate, replace the potential by a Morse curve with the same $\kappa$:

$$D(1-e^{-bx})^2=\tfrac12\kappa x^2-\tfrac12\kappa b\,x^3+\dots,\qquad\kappa=2Db^2 .$$

The mean force vanishes in equilibrium, so to leading order $\langle x\rangle=\tfrac32b\langle x^2\rangle\approx3bk_BT/2\kappa$. Equate this to $\alpha RT$, with a rough linear expansion coefficient $\alpha=1.7\times10^{-5}$ K$^{-1}$ and a rough bond length $R=2.55$ Å. Then $b=2\kappa\alpha R/3k_B\approx1.02$ Å$^{-1}$. At 300 K this isolated pair, with $\kappa$ held fixed, gives:

- a variance of 0.0094 Å$^2$, 5% above the harmonic value;
- a mean shift of 0.014 Å and a third cumulant $c_3=\langle(x-\langle x\rangle)^3\rangle=2.5\times10^{-4}$ Å$^3$;
- at $k=10$ Å$^{-1}$, an extra phase of $-0.30$ rad beyond that of the mean shift.

The extra phase can bias a measured bond length. Read as $2k\,\delta R$, the phase of the isolated pair would make the bond look too short by $0.30/20=0.015$ Å at this $k$, about as much as the mean shift itself. The size depends on how the phase is read: it grows roughly as $k^3$, so half its slope $d\phi/dk$, which sets the position of a Fourier peak, is nearly three times larger, about 0.04 Å at this $k$. The leading term of the cumulant expansion, $(2ik)^3c_3/3!=-\tfrac43ik^3c_3$, accounts for $-0.34$ rad; higher odd cumulants supply the difference. The amplitude dependence neglected earlier also matters for the phase, even in a harmonic crystal. The factor $1/r^2\approx R^{-2}e^{-2x/R}$ shifts the Gaussian by $-2\sigma^2/R=-0.007$ Å, a phase of $-4k\sigma^2/R=-0.14$ rad at this $k$, and the finite mean free path of the photoelectron adds to it.

For a bond inside a crystal, these values of $c_3$ and of the phase are too large, by roughly a factor of two. The isolated pair puts the whole stiffness $\kappa$ into one anharmonic bond. In the spring crystal above, the bond's own constant is only $K=\kappa/2$, so for the same $b$ its cubic term $-\tfrac12Kb\,x^3$ is half as large. This halving is only a guide to the size of the reduction, because the anharmonicity of the surrounding bonds also contributes. The pair therefore shows the sign and the order of magnitude of the effect, but should not be used to correct a measured copper bond length.

The amplitude at this $k$ hardly changes: it is 0.168 in both models. The larger variance alone would lower it to $e^{-200\times0.00938}=0.153$, so the higher even cumulants of the Morse distribution nearly cancel the effect here. That cancellation has been evaluated only for the isolated pair at this one $k$, and should not be assumed at other $k$ or in a crystal.

Motion across the bond matters little for the variance, but more for the mean distance. Averaging the true interatomic distance over the Gaussian motion of the spring crystal changes the variance by $-0.13\%$ and lengthens the mean distance by 0.004 Å. That is about a third of the expansion $\alpha RT\approx0.013$ Å used above to fix $b$. The isolated pair leaves this motion out, so its $b$ is too small for a crystal: there the lattice expands less than the mean distance by this amount, and matching the same $\alpha$ needs a $b$ about a third larger, which partly offsets the halving above.

Two cautions apply when you compare with your film. First, if $\theta$ was obtained by fitting measured variances, it already contains part of the anharmonic effect, and the 5% must not simply be added. Second, strain, grain boundaries and defects can add a static spread of bond lengths. If that spread is independent of the vibration, its variance adds to the thermal one, and its size depends on the sample. A measured $\sigma^2$ well above 0.009 Å$^2$ at 300 K may therefore point to static disorder, provided that the amplitude calibration and the value of $\theta$ are sound.

## Table of computed values

```
Atomic mass M = 63.546 u
Reduced mass mu = 31.773 u = 5.2760e-26 kg
Einstein temperature = 232 K
Sample temperature = 300 K
Oscillator energy kB*theta = 19.992 meV
Thermal energy kB*T = 25.852 meV
hbar^2/mu = 1.31563e-04 eV A^2
Force constant kappa = 3.0380 eV/A^2
theta/(2T) = 0.38667
coth(theta/(2T)) = 2.71383
Zero-point variance = 0.003290 A^2
Classical variance = 0.008510 A^2
Classical plus first quantum term = 0.008934 A^2
RESULT sigma2 = 0.008929 A^2 = 0.8929 pm^2 x 100
sigma2 by diagonalization = 0.008929 A^2
Root-mean-square spread sigma = 0.09450 A
sigma2 with M wrongly used for mu = 0.004465 A^2
sigma2 for theta - 5 K = 0.009309 A^2
sigma2 for theta + 5 K = 0.008574 A^2
Photoelectron wavenumber k = 10.0 1/A
Damping exp(-2 k^2 sigma2) = 0.16765
Damping by direct average = 0.16765
Crystal spring K = 1.5190 eV/A^2
Crystal variance, 300 K = 0.008928 A^2
Crystal variance, 0 K = 0.003172 A^2
Einstein excess at 0 K = 3.72 %
Frozen-neighbour constant / K = 2.5000
Frozen-neighbour theta = 259.38 K
Frozen-neighbour variance, 300 K = 0.007227 A^2
Rough bond length = 2.55 A
Rough linear expansion = 1.7e-05 1/K
Across-bond change of variance = -0.126 %
Across-bond mean shift = 0.00448 A
Morse inverse length = 1.0189 1/A
Morse depth = 1.4633 eV
Morse linear expansion at 300 K = 1.721e-05 1/K
Morse variance = 0.009378 A^2
Anharmonic change of variance = 5.03 %
Morse mean shift = 0.01404 A
Morse third cumulant = 2.530e-04 A^3
Morse amplitude factor at k = 0.16791
Morse phase beyond mean shift = -0.3015 rad
```
